# The Speed Distribution of Atoms in an Ideal Effusive Beam, part 1

(Sections cited here and not found follow in the second part.)

## 1. From the gas in the cell to the flux through the orifice

A calculation of film growth from an effusion cell has to give each launched atom a speed. Two candidates present themselves: the speed distribution of the gas inside the cell, which varies as \(v^2\) times a Boltzmann factor, and a distribution with \(v^3\) in place of \(v^2\). The choice affects the result. For manganese at 1200 K, the first law puts 8.0 % of the atoms below 300 m/s and the second 2.6 %. The mean kinetic energy brought to the film is 0.155 eV per atom by the first law and 0.207 eV by the second. If each launched atom stands for the same number of atoms leaving the cell per unit time, the second law is the right one. The derivation below shows why, and what has to be true of the cell.

### The model and its conditions

A cell holds a dilute gas of atoms of one mass \(m\), with number density \(n\), at temperature \(T\). One wall has an orifice of area \(A\). The angle \(\theta\) is measured from the outward normal of the orifice, \(v\) is the speed of an atom, and \(k\) is the Boltzmann constant. The beam is called ideal when the following conditions hold.

1. The orifice is so small compared with the inner surface of the cell that the loss of atoms leaves the gas in equilibrium at \(T\).
2. The wall around the orifice is thin compared with the width of the orifice, so that atoms pass through without touching its rim.
3. The mean free path in the gas is much larger than the width of the orifice.
4. Atoms do not collide with each other after leaving, and gravity changes their speeds by a negligible amount.

The motion is classical and non-relativistic. The pressure in the cell fixes \(n\) and thereby the number of atoms that leave. It enters the speed distribution in no other way than through conditions 3 and 4, which fail if the pressure is too high.

### The gas in the cell

In equilibrium each Cartesian velocity component \(u\) has a Gaussian distribution with the Boltzmann factor \(\exp(-mu^2/2kT)\). It is convenient to define a speed \(\alpha\) by

\[
\alpha^2=\frac{2kT}{m},
\tag{1}
\]

so that the Boltzmann factor becomes \(\exp(-u^2/\alpha^2)\). Since \(\int_{-\infty}^{\infty}e^{-u^2/\alpha^2}du=\sqrt{\pi}\,\alpha\), the normalized distribution of one component is

\[
\varphi(u)=\frac{1}{\sqrt{\pi}\,\alpha}\,e^{-u^2/\alpha^2}.
\tag{2}
\]

The three components are independent, so the probability density in velocity space is the product of three such factors:

\[
f(\mathbf v)=\varphi(v_x)\varphi(v_y)\varphi(v_z)
=\frac{1}{\pi^{3/2}\alpha^3}\,e^{-v^2/\alpha^2}.
\tag{3}
\]

It depends on the speed and not on the direction. All velocities with speeds between \(v\) and \(v+dv\) fill a spherical shell of volume \(4\pi v^2dv\). The speed distribution of the gas is therefore

\[
F(v)=4\pi v^2 f(\mathbf v)=\frac{4v^2}{\sqrt{\pi}\,\alpha^3}\,e^{-v^2/\alpha^2}.
\tag{4}
\]

The factor \(v^2\) is geometrical: it is the area of the shell. The maximum of \(F\) follows from

\[
\frac{d\ln F}{dv}=\frac{2}{v}-\frac{2v}{\alpha^2}=0,
\]

which gives \(v=\alpha\). Thus \(\alpha\) is the most probable speed in the cell.

Averages over \(F\), and later over the beam, need the integrals

\[
I_p=\int_0^\infty x^p e^{-x^2}dx .
\tag{5}
\]

Two of them are elementary: \(I_0=\sqrt{\pi}/2\), half of the Gaussian integral, and \(I_1=\tfrac12\), because \(xe^{-x^2}\) is the derivative of \(-\tfrac12e^{-x^2}\). The others follow by parts. Writing \(x^{p+2}e^{-x^2}=x^{p+1}\cdot xe^{-x^2}\) and integrating the second factor gives

\[
I_{p+2}=\left[-\tfrac12x^{p+1}e^{-x^2}\right]_0^\infty+\frac{p+1}{2}\int_0^\infty x^pe^{-x^2}dx
=\frac{p+1}{2}\,I_p ,
\tag{6}
\]

where the bracket vanishes at both limits for \(p\ge 0\). Hence

\[
I_2=\frac{\sqrt{\pi}}{4},\quad I_3=\frac12,\quad I_4=\frac{3\sqrt{\pi}}{8},\quad I_5=1 .
\tag{7}
\]

With \(v=\alpha x\), the mean speed in the cell is

\[
\bar v=\int_0^\infty vF(v)\,dv=\frac{4\alpha}{\sqrt{\pi}}\,I_3=\frac{2\alpha}{\sqrt{\pi}},
\tag{8}
\]

and the mean square speed is

\[
\langle v^2\rangle_{\rm cell}=\frac{4\alpha^2}{\sqrt{\pi}}\,I_4=\frac{3}{2}\alpha^2=\frac{3kT}{m}.
\tag{9}
\]

### Counting the atoms that leave

Consider first the atoms whose velocities lie in a small element \(d^3v\) around a given \(\mathbf v\) that points out of the cell. An atom of this group crosses the orifice within the next short time \(dt\) if it now lies inside a slanted cylinder whose base is the orifice and whose side is the vector \(-\mathbf v\,dt\). The volume of a slanted cylinder is its base times its height perpendicular to the base. The side has length \(v\,dt\) and makes the angle \(\theta\) with the normal, so the height is \(v\,dt\cos\theta\), and the volume is \(A\,v\cos\theta\,dt\). Per unit volume there are \(n f(\mathbf v)d^3v\) atoms of the group. The number that cross in \(dt\) is

\[
dN=n f(\mathbf v)\,d^3v\;A\,v\cos\theta\,dt .
\tag{10}
\]

The additional factor \(v\) comes from this volume. In a given time, fast atoms reach the orifice from farther away than slow ones, and so they are drawn from a larger part of the gas. No atom gains speed by passing through.

Equation (10) uses the equilibrium density \(f\) right at the orifice, where the gas is certainly not in full equilibrium, since almost no atoms come back in from outside. What is needed, however, is the density of atoms moving outward. Their paths can be traced back into the cell. Along a path without collisions the velocity is constant, and a group of atoms occupying a small volume in position and velocity keeps that volume: each position is shifted by \(\mathbf v t\), which shears the volume without changing its size. The density in position and velocity is therefore the same at the orifice as at the other end of the free path. By condition 3 that end typically lies many orifice widths inside the cell, or on a wall at temperature \(T\), where the orifice is a small disturbance. The condition is hardest to meet for very slow atoms. Faster atoms run into them at a rate that stays finite however slowly they move, so their free path shrinks in proportion to their speed. If the mean free path is comparable to the orifice width or smaller, the last collisions take place in gas that is already streaming outward, and (10) with the equilibrium \(f\) no longer holds.

### Separation of speed and angle

In spherical coordinates \(d^3v=v^2dv\,d\Omega\), where \(d\Omega\) is the element of solid angle. From (4), \(v^2f(\mathbf v)=F(v)/4\pi\). Inserting both in (10) and dividing by \(dt\) gives the rate

\[
d\dot N=nA\;\bigl[vF(v)\,dv\bigr]\;\left[\frac{\cos\theta\,d\Omega}{4\pi}\right].
\tag{11}
\]

One bracket contains the speed and the other the direction. The two are therefore statistically independent. A substrate placed off the axis receives fewer atoms per unit solid angle, in proportion to \(\cos\theta\), but their speeds are distributed as on the axis.

The sum over all outward directions requires

\[
\int\cos\theta\,d\Omega=2\pi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta
=2\pi\left[\tfrac12\sin^2\theta\right]_0^{\pi/2}=\pi .
\tag{12}
\]

The number of atoms leaving per unit time, per unit area and per unit speed is then

\[
j(v)=\frac{n}{4}\,vF(v).
\tag{13}
\]

Integration over \(v\) with (8) gives the total flux

\[
j_{\rm tot}=\frac{n\bar v}{4}.
\tag{14}
\]

The factor \(\tfrac14\) can be checked without angles. The flux through the orifice is \(n\) times the integral of the normal velocity component over its outward half:

\[
n\int_0^\infty u\,\varphi(u)\,du=\frac{n\alpha}{\sqrt{\pi}}\,I_1=\frac{n\alpha}{2\sqrt{\pi}},
\tag{15}
\]

which by (8) equals \(n\bar v/4\).

### The speed distribution of the flux

Dividing (13) by (14) gives the fraction of the leaving atoms per unit speed:

\[
g(v)=\frac{vF(v)}{\bar v}.
\tag{16}
\]

With \(F\) from (4) and \(1/\bar v=\sqrt{\pi}/(2\alpha)\) from (8), the factors \(\sqrt{\pi}\) cancel and \(4/2=2\) remains:

\[
g(v)=\frac{2v^3}{\alpha^4}\,e^{-v^2/\alpha^2}
=\frac{m^2v^3}{2(kT)^2}\,\exp\!\left(-\frac{mv^2}{2kT}\right).
\tag{17}
\]

The second form uses \(2/\alpha^4=2(m/2kT)^2=m^2/[2(kT)^2]\). The normalization is confirmed by \(\int_0^\infty g\,dv=2I_3=1\).

Of the three powers of \(v\), two come from the area of the shell in velocity space and one from the rate of arrival at the orifice. Equation (16) also shows where the beam and the gas differ. Below \(\bar v\) the flux contains a smaller fraction per unit speed than the gas, and above \(\bar v\) a larger one. At very low speeds \(g/F=v/\bar v\) tends to zero, because slow atoms hardly ever arrive. At high speeds the ratio grows linearly, which is weak compared with the exponential fall that both laws share.

### A check by following particles

The factor \(v\cos\theta\) in (10) is the heart of the derivation, and it can be tested without being assumed. In a simulation, 20 million atoms were placed at random with uniform density in a box, given Gaussian velocity components according to (2), and moved along straight lines for a fixed time. Those whose paths passed through a circular hole in one wall were recorded. Their number was 222 253, where (14) predicts 221 557. The difference of 696 is about 1.5 times the counting uncertainty \(\sqrt{221\,557}\approx 471\).

The recorded speeds were compared with a given law through the largest gap between the two cumulative fractions. The gap was 0.0016 for the \(v^3\) law (17) and 0.17 for the \(v^2\) law (4). With this number of atoms, random gaps are of the order of \(1/\sqrt{222\,253}\approx0.002\). The simulation thus agrees with (17) within its noise and rules out (4) for the atoms that leave.

The independence of speed and angle was tested in the same sample. The mean speed was \(1.327\alpha\) within 30° of the normal and \(1.330\alpha\) beyond 60°. The difference is smaller than its standard error of \(0.003\alpha\). The directions followed the cosine law with a largest gap of 0.0017.

### An orifice with a long channel

Condition 2 can be relaxed for the speeds, though not for the angles, in the following case, which is not the only one. Let the orifice be a channel in which atoms collide with the walls but not with each other, and let each wall collision send the atom back with a fresh speed drawn from (17) at the same \(T\), independent of direction. An atom that emerges has come last either from the gas or from a wall. In both cases its speed follows (17). Whether its straight path leads out of the channel depends on its starting point and direction and not on its speed. The emerging atoms therefore keep the distribution (17) in every direction. Their angular distribution is no longer \(\cos\theta\), because the channel selects directions. If the channel walls are at another temperature, or if atoms collide within the channel, this argument does not apply.

## 2. The most probable speed and what is measured

The symbols carried over are these. The gas in the cell has temperature \(T\) and atoms of mass \(m\), and \(\alpha=\sqrt{2kT/m}\) is its most probable speed. Its speed distribution is \(F(v)\propto v^2e^{-v^2/\alpha^2}\), equation (4), with mean speed \(\bar v=2\alpha/\sqrt{\pi}\), equation (8). The atoms that leave per unit time have the distribution \(g(v)=vF(v)/\bar v=(2v^3/\alpha^4)e^{-v^2/\alpha^2}\), equations (16) and (17), in every direction. The component distribution \(\varphi(u)\) is given by (2), and the integrals \(I_p\) by (5) and (7).

For an ideal effusion cell, the atoms leaving per unit time follow the \(v^3\) law (17) in every direction, and a simulation agrees with this within its noise. It remains to find the most probable speed and mean energy of the flux, to see how the result depends on what is measured, and to give numbers for manganese and a rule for drawing launch velocities.
